# Spin purification and exchange in a 1s to π* excitation

**Q.** I want the energy of the singlet state reached by lifting a carbon 1s electron into a π* orbital. My program handles one determinant at a time. Why can't I put an α electron in 1s, a β electron in π*, and take that energy?

**A.** Because that determinant is not a singlet. Call the core orbital $c$ and the π* orbital $v$. Take them real, orthonormal and the same for both spins, and let all other occupied orbitals be doubly filled; $|\Phi\rangle$ is the determinant of those closed shells. With $c^\dagger_\sigma$ and $v^\dagger_\sigma$ creating an electron of spin $\sigma$, there are two determinants with opposite open-shell spins,

$$|D_1\rangle=c^\dagger_\alpha v^\dagger_\beta|\Phi\rangle,\qquad |D_2\rangle=c^\dagger_\beta v^\dagger_\alpha|\Phi\rangle ,$$

and one with both spins up, $|T_+\rangle=c^\dagger_\alpha v^\dagger_\alpha|\Phi\rangle$.

The raising operator $S_+=\sum_p p^\dagger_\alpha p_\beta$ turns one β electron into an α electron in the same orbital. On a doubly filled orbital it gives zero, since the α place is taken. It therefore acts on the open shells alone:

$$S_+|D_1\rangle=|T_+\rangle,\qquad S_+|D_2\rangle=|T_+\rangle .$$

In the same way $S_-=\sum_p p^\dagger_\beta p_\alpha$ gives $S_-|T_+\rangle=|D_1\rangle+|D_2\rangle$. With $\hbar=1$, $S^2=S_-S_++S_z(S_z+1)$, and $S_z=0$ for $D_1$, so

$$S^2|D_1\rangle=S_-|T_+\rangle=|D_1\rangle+|D_2\rangle,\qquad \langle D_1|S^2|D_1\rangle=1 .$$

A singlet would give 0 and a triplet 2.

**Q.** An expectation value of 1 could come from many mixtures. Which one is this?

**A.** Form the sum and the difference:

$$|T_0\rangle=\frac{|D_1\rangle+|D_2\rangle}{\sqrt2},\qquad |S_0\rangle=\frac{|D_1\rangle-|D_2\rangle}{\sqrt2}.$$

Since $S_+$ takes both determinants to the same state, $S_+|S_0\rangle=0$, hence $S^2|S_0\rangle=0$: the difference is the singlet. For the sum, $S_+|T_0\rangle=\sqrt2\,|T_+\rangle$, and then $S_-$ gives $S^2|T_0\rangle=\sqrt2(|D_1\rangle+|D_2\rangle)=2|T_0\rangle$: the sum is the triplet with $M=0$. Which sign belongs to which spin depends on the operator order chosen for $D_1$ and $D_2$; the weights do not. Inverting,

$$|D_1\rangle=\frac{|T_0\rangle+|S_0\rangle}{\sqrt2},$$

which is half singlet and half triplet.

**Q.** Equal weights in the state need not mean an equal average in the energy. There is a cross term.

**A.** There is, and it vanishes. The Hamiltonian $H$ contains no spin operators, so it commutes with $S^2$. Therefore

$$0=\langle T_0|S^2H-HS^2|S_0\rangle=(2-0)\langle T_0|H|S_0\rangle .$$

Writing $E_S$ for $\langle S_0|H|S_0\rangle$ and $E_{\rm mix}$ for $\langle D_1|H|D_1\rangle$, we are left with

$$E_{\rm mix}=\tfrac12\left(\langle T_0|H|T_0\rangle+E_S\right).$$

**Q.** You have exchanged one two-determinant state for another. $T_0$ is no easier for my program than $S_0$.

**A.** But its energy equals that of $T_+$, a single determinant. From the definitions, $|T_0\rangle=S_-|T_+\rangle/\sqrt2$. $H$ also commutes with $S_+$, so

$$\langle T_0|H|T_0\rangle=\tfrac12\langle T_+|S_+HS_-|T_+\rangle=\tfrac12\langle T_+|H\,S_+S_-|T_+\rangle .$$

Here $S_+S_-|T_+\rangle=S_+(|D_1\rangle+|D_2\rangle)=2|T_+\rangle$, and the right-hand side is $\langle T_+|H|T_+\rangle\equiv E_T$. Hence $E_{\rm mix}=\frac12(E_T+E_S)$, and solving for the singlet,

$$\boxed{E_S=2E_{\rm mix}-E_T}$$

These are energies of configurations, meaning expectation values in the stated orbitals. The relation does not require $S_0$ to be an eigenstate of $H$, and it does not supply the correlation energy that one configuration lacks.

**Q.** How large is the correction to $E_{\rm mix}$? The formula only says it equals $E_{\rm mix}-E_T$.

**A.** Write out both determinant energies. A determinant has the energy

$$E=\sum_i h_{ii}+\tfrac12\sum_{ij}\left[(ii|jj)-\delta_{\sigma_i\sigma_j}(ij|ji)\right],$$

plus the nuclear repulsion. The sums run over occupied spin orbitals, $h$ is the kinetic energy plus nuclear attraction, and

$$(pq|rs)=\iint \frac{p(\mathbf r_1)q(\mathbf r_1)\,r(\mathbf r_2)s(\mathbf r_2)}{r_{12}}\,d^3r_1d^3r_2$$

in atomic units. An open-shell electron in $p$ meets each closed orbital $k$ twice, once with its own spin and once with the other. Exchange acts in the first case only, so the closed shells contribute through

$$f_{pp}=h_{pp}+\sum_k\left[2(pp|kk)-(pk|kp)\right],$$

whatever the spin of the electron. Let $E_\Phi$ be the energy of the closed shells, including the nuclear repulsion, and define $J=(cc|vv)$ and $K=(cv|vc)$. What remains is the interaction between the two open-shell electrons:

$$E_{\rm mix}=E_\Phi+f_{cc}+f_{vv}+J,$$
$$E_T=E_\Phi+f_{cc}+f_{vv}+J-K .$$

The exchange term is absent from the first line because the spins differ. Subtraction gives

$$E_S-E_{\rm mix}=E_{\rm mix}-E_T=K,\qquad E_S-E_T=2K .$$

The correction to the mixed determinant is $K$; the whole singlet–triplet splitting is $2K$.

**Q.** Is the sign of $K$ certain? The product $cv$ changes sign in space.

**A.** It does, and its total charge is zero by orthogonality. But $K$ is the electrostatic self-energy of the density $\rho=cv$. Insert the Fourier form of the Coulomb interaction, $1/r_{12}=\frac{1}{2\pi^2}\int d^3k\,e^{i\mathbf k\cdot(\mathbf r_1-\mathbf r_2)}/k^2$:

$$K=\frac1{2\pi^2}\int\frac{|\tilde\rho(\mathbf k)|^2}{k^2}\,d^3k>0,\qquad \tilde\rho(\mathbf k)=\int\rho(\mathbf r)e^{i\mathbf k\cdot\mathbf r}d^3r .$$

The singlet configuration thus lies above the triplet in common orbitals. If $v$ had no amplitude where $c$ lives, $K$ would vanish and the three energies would coincide.

**Q.** Show me numbers for a real molecule.

**A.** Take formaldehyde, planar, with C–O 1.21 Å, C–H 1.11 Å and an H–C–H angle of 115.8°. Its π* orbital is not degenerate, and its carbon 1s orbital is localized. The method is Hartree–Fock in the uncontracted cc-pVDZ basis, without relativity or correlation.

First use the ground-state orbitals. The ground determinant has two electrons in $c$, so $E_0=E_\Phi+2f_{cc}+(cc|cc)$. The orbital energies are

$$\varepsilon_c=f_{cc}+(cc|cc),\qquad \varepsilon_v=f_{vv}+2J-K .$$

Therefore

$$E_T-E_0=f_{vv}-f_{cc}-(cc|cc)+J-K=\varepsilon_v-\varepsilon_c-J .$$

The printed values are $\varepsilon_c=-308.719$, $\varepsilon_v=3.618$, $J=14.855$ and $K=0.235$ eV. In eV,

$$E_T-E_0=3.618+308.719-14.855=297.48,$$
$$E_{\rm mix}-E_0=297.48+0.235=297.72,\qquad E_S-E_0=297.72+0.235=297.95 .$$

The program tests the purified energy against a diagonalization of the Hamiltonian for two electrons in $c$ and $v$ above the frozen closed shells. That space also contains the determinants with both electrons in $c$ or both in $v$. They do not mix with $S_0$: $c$ is even and $v$ odd under reflection in the molecular plane, so $S_0$ is odd and they are even.

**Q.** Frozen orbitals around a missing core electron cannot be good.

**A.** They are not. The formula needs common orbitals, but not ground-state ones. One choice is to optimize them with half an electron of each spin in $c$ and in $v$, which treats both spins alike. This choice is not unique: the half-and-half energy is not the energy of any of the three configurations, and both $K$ and the excitation energies depend on which common orbitals are taken. With these orbitals the triplet, mixed and singlet excitations are 286.57, 286.95 and 287.33 eV, about 11 eV lower than before. The exchange integral is now 0.383 eV and the splitting is $2K=0.765$ eV. The same diagonalization test holds here.

**Q.** My program relaxes each determinant separately, with different orbitals for α and β. Does the formula survive?

**A.** As an approximation. The proof used a shared closed-shell part on which $S_+$ gives zero, and the same $c$ and $v$ in $D_1$ and $T_+$. Separate relaxation removes both. The computed $\langle S^2\rangle$ show the departure: 1.020 instead of 1 for the mixed determinant, and 2.061 instead of 2 for the triplet.

The relaxed excitation energies are 286.103 eV (mixed) and 285.584 eV (triplet), so

$$E_S-E_0\approx2(286.103)-285.584=286.62\ \text{eV}.$$

The correction applied is now 0.518 eV, which is 0.14 eV more than the $K$ of the common relaxed orbitals. Put differently, separate relaxation lowers the triplet by 0.983 eV and the mixed determinant by 0.846 eV, both measured from their energies in the common orbitals. The gap between relaxed determinants is therefore the $K$ of those common orbitals plus the difference of the two relaxation energies.

**Q.** And if the energies come from an approximate density functional?

**A.** Then the averaging step has no proof. It needs $E_{\rm mix}$ to be the expectation value of $H$ in $D_1$, whereas an approximate functional assigns an energy to the spin densities. The formula can still be used as a prescription for the singlet, but its correction is a difference of functional values and need not equal $K$.

**Q.** I would rather avoid subtracting two large total energies. Can a Slater transition state deliver the two ingredients?

**A.** Yes, one transition state for each determinant. Start from the ground state and move a fraction $\lambda$ of the β core electron into $v$ with spin $\sigma$. For $\sigma=\beta$ the end point has $c\alpha$ and $v\beta$ occupied, the mixed determinant. For $\sigma=\alpha$ it has $c\alpha$ and $v\alpha$, the triplet.

Extend the Hartree–Fock energy to fractional occupations $n_i$ by weighting each one-electron term with $n_i$ and each pair term with $n_in_j$. Its derivative with respect to $n_i$ is then the diagonal Fock element of that spin orbital. Keep the orbitals frozen. Removing $\lambda$ of $c\beta$ changes the element of $v\sigma$ by $-\lambda(J-\delta_{\sigma\beta}K)$. Adding $\lambda$ of $v\sigma$ changes that of $c\beta$ by $+\lambda(J-\delta_{\sigma\beta}K)$. The action of each orbital on itself cancels between Coulomb and exchange. The slope is

$$\frac{dE}{d\lambda}=\varepsilon_v-\varepsilon_c-2\lambda\,(J-\delta_{\sigma\beta}K).$$

It is linear in $\lambda$, so its integral from 0 to 1 equals its value at $\lambda=\frac12$:

$$\varepsilon_v-\varepsilon_c-J+\delta_{\sigma\beta}K .$$

These are the frozen-orbital excitation energies found above, with $K$ present for the mixed case and absent for the triplet. The program tests this equality with Fock matrices built at half occupation.

**Q.** That was with frozen orbitals. What happens when the half-occupied state is made self-consistent?

**A.** At self-consistency the energy is stationary against orbital changes, so the slope is still the difference of the two orbital energies. But the orbitals now vary with $\lambda$, and the energy need not be quadratic. If it varies smoothly, expand it about the midpoint and subtract the two ends. Even derivatives cancel, and

$$E(1)-E(0)=E'(\tfrac12)+\tfrac1{24}E'''(\tfrac12)+\dots$$

Call the midpoint slopes $\omega_{\rm mix}$ and $\omega_T$. They come out as 286.582 and 286.219 eV, and the purified singlet is

$$\omega_S=2\omega_{\rm mix}-\omega_T=2(286.582)-286.219=286.945\ \text{eV}.$$

Relative to the separately relaxed determinants, the transition state is too high by 0.480 eV for the mixed case and 0.635 eV for the triplet. Purification combines these errors as $2(0.480)-0.635\approx0.32$ eV. In the gap between mixed determinant and triplet they cancel only in part: it is 0.363 eV instead of 0.518 eV. That error of 0.155 eV is smaller in absolute size than the 0.32 eV of the purified line, but it is 30% of the 0.518 eV gap, whereas 0.32 eV is about 0.1% of the 286.6 eV excitation energy.

**Q.** Could I have guessed the size of $K$ without a molecular calculation?

**A.** Its order of magnitude, yes. The density $cv$ is confined to the carbon core, so consider a 1s and a 2p function on one atom, with exponents $a$ and $b$:

$$c=\sqrt{\frac{a^3}{\pi}}\,e^{-ar},\qquad v=\sqrt{\frac{b^5}{\pi}}\,z\,e^{-br}.$$

Their product is $\rho=A\,r\cos\theta\,e^{-sr}$ with $s=a+b$ and $A^2=a^3b^5/\pi^2$. It is a pure dipole density, whose potential is

$$\phi=\frac{4\pi}{3}A\cos\theta\left[\frac1{r^2}\int_0^r t^4e^{-st}dt+r\int_r^\infty t\,e^{-st}dt\right].$$

In $K=\int\rho\phi\,d^3r$ the angular integral of $\cos^2\theta$ gives another $4\pi/3$. The two radial terms are equal, as interchanging $r$ and $t$ shows. So

$$K_{\rm atom}=2\left(\frac{4\pi}3\right)^2A^2 I,\qquad I=\int_0^\infty t^4e^{-st}\int_t^\infty r\,e^{-sr}\,dr\,dt .$$

The inner integral is $(t/s+1/s^2)e^{-st}$, and then

$$I=\frac1s\frac{5!}{(2s)^6}+\frac1{s^2}\frac{4!}{(2s)^5}=\frac1{s^7}\left(\frac{15}8+\frac34\right)=\frac{21}{8s^7}.$$

Collecting factors, $2\cdot\frac{16}{9}\cdot\frac{21}{8}=\frac{28}{3}$:

$$K_{\rm atom}=\frac{28}{3}\,\frac{a^3b^5}{(a+b)^7}.$$

The program tests this against the momentum-space integral. For $b\ll a$ it tends to $28b^5/(3a^4)$: a diffuse upper orbital has little exchange with the core.

**Q.** But π* is shared between carbon and oxygen.

**A.** If $v$ near carbon resembles $\sqrt w$ times the atomic 2p function, then $K\approx wK_{\rm atom}$, because $v$ enters twice. For $w$ I take the Mulliken population of π* on carbon, a rough measure. Slater's screening rules set the exponent to the nuclear charge minus a screening sum, divided by the principal quantum number. A 1s electron is screened by 0.30 by the other 1s electron; an $n=2$ electron is screened by 0.85 for each 1s electron and by 0.35 for each other $n=2$ electron. For the ground-state atom this gives $a=6-0.30=5.70$ and $b=(6-2\times0.85-3\times0.35)/2=1.625$ in inverse bohr, hence, converting hartree to eV, $K_{\rm atom}=0.471$ eV. With $w=0.681$,

$$K\approx0.681\times0.471=0.32\ \text{eV},$$

against 0.235 eV computed in the frozen orbitals.

With a core hole and one more 2p electron, the rules give $a=6.0$ and $b=(6-0.85-4\times0.35)/2=1.875$, so $K_{\rm atom}=0.677$ eV. The population in the common relaxed orbitals is $w=0.441$, and

$$K\approx0.441\times0.677=0.30\ \text{eV},$$

against 0.383 eV.

**Q.** Your estimate went down while the true integral went up.

**A.** Yes. It is 36% above the computed integral in the first case and 22% below it in the second, so it gives the size but misses the change between these two orbital sets. That rise belongs to the half-and-half orbitals; common orbitals relaxed in another way need not show it. The rise of $K$ cannot be put down to more π* population on carbon, since that population fell. My conjecture is that the core hole draws the carbon part of π* inward, which raises its amplitude in the core region. The atomic formula points that way, its value growing from 0.471 to 0.677 eV, but the population counts charge far from the nucleus as well and is a poor measure of that amplitude.

**Q.** Which number should I then quote for the singlet?

**A.** Quote it with its procedure: 286.6 eV from separately relaxed determinants, 286.9 eV from transition states, 287.3 eV from the half-and-half common orbitals. The last value is high because those orbitals are not optimized for the singlet configuration; common orbitals that are optimized for it bring the value down to 286.6 eV. Their spread of 0.7 eV exceeds the purification correction of 0.4 to 0.5 eV, so comparing a purified energy from one procedure with an unpurified one from another would say little about exchange. None of the three includes correlation or relativity, and the spread does not measure those omissions. In common orbitals, purification removes a definite fault exactly: the mixed determinant is half triplet, which places it below the singlet configuration by $K$. With separately relaxed determinants or self-consistent transition states, the purified value is only an estimate of the singlet energy.

## Computed results

```
C-O distance: 1.210 angstrom
C-H distance: 1.110 angstrom
H-C-H angle: 115.8 degree
basis functions: 66
ground-state energy: -113.877730 hartree
-- ground-state (frozen) orbitals
orbital energy C 1s: -308.719 eV
orbital energy pi*: 3.618 eV
Coulomb integral J: 14.855 eV
exchange integral K: 0.235 eV
triplet excitation: 297.481 eV
mixed excitation: 297.716 eV
singlet excitation (diagonalized): 297.952 eV
-- common relaxed orbitals
Coulomb integral J: 16.337 eV
exchange integral K: 0.383 eV
triplet excitation: 286.567 eV
mixed excitation: 286.949 eV
singlet excitation (diagonalized): 287.332 eV
purified singlet 2*mixed - triplet: 287.332 eV
singlet-triplet splitting: 0.765 eV
-- separately relaxed determinants
triplet excitation: 285.584 eV
mixed excitation: 286.103 eV
purified singlet excitation: 286.621 eV
mixed minus triplet: 0.518 eV
<S^2> triplet determinant: 2.0613
<S^2> mixed determinant: 1.0204
relaxation energy, mixed: 11.614 eV
relaxation energy, triplet: 11.897 eV
-- self-consistent Slater transition states
triplet excitation: 286.219 eV
mixed excitation: 286.582 eV
purified singlet excitation: 286.945 eV
mixed minus triplet: 0.363 eV
-- atomic estimate of K
1s exponent, ground: 5.700 1/bohr
2p exponent, ground: 1.625 1/bohr
atomic K, ground: 0.471 eV
carbon population of pi*, frozen: 0.681 electron
estimated K, frozen: 0.321 eV
1s exponent, core hole: 6.000 1/bohr
2p exponent, core hole: 1.875 1/bohr
atomic K, core hole: 0.677 eV
carbon population of pi*, relaxed: 0.441 electron
estimated K, relaxed: 0.299 eV
```
